# Logarithmic Divergence of the Permittivity of a Cubic Array of Conducting Spheres

## A stack of plates

Let flat, perfectly conducting plates of thickness $L-h$ be stacked with period $L$, so that a layer of matrix of thickness $h$ and permittivity $\varepsilon_m$ separates each plate from the next. A mean field $E$ normal to the plates requires a potential difference $V=EL$ per period. No potential drops inside a conductor, so all of $V$ falls across the matrix layer. The displacement is $D=\varepsilon_mV/h$, and

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=\frac{D}{\varepsilon_m E}=\frac{L}{h}.$$

The effective permittivity diverges as the layer closes, because a fixed voltage acts across a vanishing distance over the whole cross-section. Between two spheres the distance vanishes at one point only, and the strength of the divergence depends on how fast the gap widens away from that point.

## The array and the result

Identical perfectly conducting spheres of radius $a$ occupy a simple cubic lattice of period $L$. They do not touch: the gap between neighbours is $h=L-2a>0$. The filling fraction is $f=(4\pi/3)(a/L)^3$, which reaches $\pi/6$ at contact. The spheres are isolated and uncharged, the matrix is linear and local, and the field varies slowly enough to be treated as electrostatic. The result is

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=-\frac{\pi}{2}\ln\!\left(\frac{\pi}{6}-f\right)+O(1),\qquad f\to\frac{\pi}{6}^-,$$

where $O(1)$ denotes a remainder that stays bounded but need not vanish.

The effective permittivity of a cubic lattice is a second-rank tensor with cubic symmetry, hence a multiple of the unit tensor, so one field direction suffices. Let the potential $\phi$ rise by $V=EL$ per period along $z$, and count flux positive along the field. Place one sphere at the origin with potential 0. Reflection in the plane $z=0$ combined with $\phi\to-\phi$ leaves the problem unchanged, so $\phi=0$ on that plane. Likewise $\phi=V$ on $z=L$ and $\phi=V/2$ on $z=L/2$. The odd symmetry also makes the net charge of each sphere zero. Reflection in the planes $x=\pm L/2$ and $y=\pm L/2$ leaves $\phi$ unchanged, so no flux crosses them.

If $\Phi$ is the flux of $D$ through one cell face of area $L^2$ at $z=L/2$, the mean displacement is $\Phi/L^2$ and

$$\varepsilon_{\rm eff}=\frac{\Phi/L^2}{V/L}=\frac{\Phi}{VL}. \tag{1}$$

## First derivation: flux through the gap

Let $\rho$ be the distance from the line of centres and $\zeta=z-L/2$ the height above the mid-plane. The sphere surfaces lie at $\zeta=\pm H/2$, with

$$H(\rho)=L-2\sqrt{a^2-\rho^2}=h+\frac{\rho^2}{a}+\frac{\rho^4}{4a^3}+\dots \tag{2}$$

The gap doubles its width at $\rho=\sqrt{ah}$. This distance is much larger than $h$, so near the axis the potential varies much faster across the gap than along it. To leading order Laplace's equation becomes $\partial^2\phi/\partial\zeta^2=0$, whose solution with values 0 and $V$ on the two spheres is

$$\phi=\frac V2+V\zeta g(\rho),\qquad g=\frac1H .$$

The field at the mid-plane is $V/H$. With the parabolic form of $H$, the flux through a disc of fixed radius $\rho_0<a$ is

$$\Phi_{\rm gap}=\varepsilon_mV\int_0^{\rho_0}\frac{2\pi\rho\,d\rho}{h+\rho^2/a}.$$

Put $u=h+\rho^2/a$, so that $2\rho\,d\rho=a\,du$. Then

$$\Phi_{\rm gap}=\pi a\varepsilon_mV\int_h^{h+\rho_0^2/a}\frac{du}{u}
=\pi a\varepsilon_mV\ln\!\left(1+\frac{\rho_0^2}{ah}\right). \tag{3}$$

The logarithm comes from the range $\sqrt{ah}\ll\rho\ll a$. There the integrand is $2\pi a/\rho$, and every factor of two in $\rho$ contributes equally.

The neglected terms must not diverge as well. The next correction $\phi_1$ obeys $\partial^2\phi_1/\partial\zeta^2=-V\zeta\nabla_\perp^2g$ and vanishes at $\zeta=\pm H/2$, so

$$\phi_1=-V\nabla_\perp^2g\left(\frac{\zeta^3}{6}-\frac{\zeta H^2}{24}\right),$$

and it changes the mid-plane field by $VH^2\nabla_\perp^2g/24$. For the parabolic gap $g'=-2\rho/(aH^2)$, and

$$H^2\nabla_\perp^2g=\frac{H^2}{\rho}\frac{d}{d\rho}(\rho g')=-\frac4a+\frac{8\rho^2}{a^2H}.$$

Since $0\le\rho^2/a<H$, this lies between $-4/a$ and $4/a$. This first correction to the field is at most $V/(6a)$ in magnitude for the parabolic gap, however small $h$ is, and its flux through the disc stays bounded. The quartic term in (2) changes $1/H$ by about $\rho^4/(4a^3H^2)\le1/(4a)$, which is bounded too.

Outside the disc the conductors above and below the mid-plane are separated by at least $H(\rho_0)$, which stays finite at contact. This derivation takes the flux there to be bounded. The gaps between sideways neighbours do not cross the face $z=L/2$, and they join spheres at equal potential, so no voltage is imposed across them. A different choice of $\rho_0$ changes (3) by a bounded amount.

Inserting (3) into (1) gives

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=\frac{\pi a}{L}\ln\frac{\rho_0^2}{ah}+O(1)=\frac{\pi}{2}\ln\frac Lh+O(1). \tag{4}$$

In the last step $a/L=\tfrac12(1-h/L)$. The difference from $\tfrac12$ multiplies the logarithm by a term of order $h/L$, and $(h/L)\ln(L/h)\to0$.

To introduce the filling fraction, write $\delta=h/L$. Then $f=(\pi/6)(1-\delta)^3$ and

$$\frac\pi6-f=\frac\pi6(3\delta-3\delta^2+\delta^3)=\frac{\pi}{2}\delta\left(1-\delta+\frac{\delta^2}{3}\right).$$

Taking the logarithm,

$$-\frac\pi2\ln\!\left(\frac\pi6-f\right)=\frac\pi2\ln\frac Lh-\frac\pi2\ln\frac\pi2+O(\delta). \tag{5}$$

The two logarithms differ by the constant $(\pi/2)\ln(\pi/2)=0.709$, which the bounded remainder absorbs. This gives the stated form, provided the outer flux and the higher orders of the thin-gap expansion stay bounded.

The same integral treats parallel cylinders on a square lattice with the field along a lattice axis. The gap now widens in one direction only. Per unit length,

$$\frac{\Phi}{\varepsilon_mV}\simeq\int_{-\infty}^{\infty}\frac{dx}{h+x^2/a}=\pi\sqrt{\frac ah}.$$

The face area per unit length is $L$, so $\varepsilon_{\rm eff}=(\Phi/L)/(V/L)=\Phi/V$, and $\varepsilon_{\rm eff}/\varepsilon_m\simeq\pi\sqrt{a/h}$. Plates, cylinders and spheres thus give $h^{-1}$, $h^{-1/2}$ and $\ln(1/h)$: the divergence weakens as the gap opens in more directions.

## Second derivation: bounds from the energy

Let $\Omega$ be the matrix region with $0<z<L$ and $|x|,|y|<L/2$. Its lower boundary, made of the plane $z=0$ and a hemisphere, has $\phi=0$. Its upper boundary has $\phi=V$. Since $\nabla^2\phi=0$, the divergence theorem gives

$$\varepsilon_m\int_\Omega|\nabla\phi|^2\,d^3r=\varepsilon_m\oint\phi\,\partial_n\phi\,dS=V\Phi,$$

because the sides carry no flux and the lower boundary has zero potential. With (1),

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=\frac{1}{V^2L}\int_\Omega|\nabla\phi|^2\,d^3r. \tag{6}$$

**Lower bound.** A vertical line at distance $\rho$ from the axis crosses a length $\ell$ of matrix, with $\ell=H(\rho)$ for $\rho<a$ and $\ell=L$ elsewhere. The potential rises by $V$ along it, so the Cauchy–Schwarz inequality gives

$$V^2=\left(\int\partial_z\phi\,dz\right)^2\le\ell\int(\partial_z\phi)^2dz .$$

Dropping the transverse derivatives in (6) can only lower the energy. Therefore

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\ge\frac1L\left[\int_0^a\frac{2\pi\rho\,d\rho}{H(\rho)}+\frac{L^2-\pi a^2}{L}\right].$$

Let $s=\sqrt{a^2-\rho^2}$, so that $\rho\,d\rho=-s\,ds$ and $H=L-2s$. Since $s/(L-2s)=-\tfrac12+\tfrac L2/(L-2s)$,

$$2\pi\int_0^a\frac{s\,ds}{L-2s}=2\pi\left[-\frac a2+\frac L4\ln\frac Lh\right],$$

and hence

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\ge\frac\pi2\ln\frac Lh-\frac{\pi a}{L}+1-\frac{\pi a^2}{L^2}. \tag{7}$$

**Upper bound.** Let $\psi$ take the values 0 and $V$ on the lower and upper boundaries, with no condition on the sides. Write $\psi=\phi+\chi$. Then

$$\int_\Omega\nabla\phi\cdot\nabla\chi\,d^3r=\oint\chi\,\partial_n\phi\,dS=0,$$

because $\chi=0$ below and above and $\partial_n\phi=0$ on the sides. So $\int|\nabla\psi|^2=\int|\nabla\phi|^2+\int|\nabla\chi|^2$, and any such $\psi$ put into (6) gives an upper bound.

Choose a fixed radius $b<a$ and set $c=\sqrt{a^2-b^2}$, $H_b=L-2c$. For $\rho<b$ take $\psi=V/2+V\zeta/H(\rho)$. For $\rho>b$ take $\psi=V/2+V\zeta/H_b$ within $|\zeta|<H_b/2$, and the constants 0 below and $V$ above that slab. The sphere surfaces at $\rho>b$ lie outside the slab, so $\psi$ has the required values and is continuous.

For $\rho<b$ the derivatives are $\partial_\zeta\psi=V/H$ and $\partial_\rho\psi=-V\zeta H'/H^2$. Since $\int_{-H/2}^{H/2}\zeta^2d\zeta=H^3/12$,

$$\int_{-H/2}^{H/2}|\nabla\psi|^2d\zeta=\frac{V^2}{H}\left(1+\frac{H'^2}{12}\right).$$

Here $H'=2\rho/s$, so the bracket is $1+(a^2-s^2)/(3s^2)=\tfrac23+a^2/(3s^2)$. The inner part of the energy, divided by $V^2$, is

$$I=2\pi\int_c^a\left[\frac23\,\frac{s}{L-2s}+\frac{a^2}{3}\,\frac{1}{s(L-2s)}\right]ds .$$

The first term is integrated as before. For the second, $1/[s(L-2s)]=(1/L)[1/s+2/(L-2s)]$. The result is

$$I=2\pi\left[-\frac{a-c}{3}+\frac L6\ln\frac{H_b}{h}+\frac{a^2}{3L}\ln\frac{aH_b}{ch}\right].$$

The slab outside has volume $(L^2-\pi b^2)H_b$ and squared field $V^2/H_b^2$, so

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\le\frac IL+\frac{L^2-\pi b^2}{LH_b}. \tag{8}$$

The coefficient of $\ln(1/h)$ in (8) is $2\pi[\tfrac16+a^2/(3L^2)]$. As $a/L\to\tfrac12$ it tends to $2\pi(\tfrac16+\tfrac1{12})=\pi/2$, with a difference of order $h/L$ that again contributes nothing in the limit. Everything else is bounded. The transverse field does not alter the coefficient because its weight $H'^2$ vanishes as $\rho^2$ on the axis, where $1/H$ is large.

Bounds (7) and (8) enclose $\varepsilon_{\rm eff}$ between two expressions with the same logarithm. This proves (4), and with (5) the result, without assuming anything about the field outside the gap. With $c$ chosen numerically to make (8) smallest, the bounds confine the remainder near contact to between about $-0.65$ and $0.28$.

## What each derivation assumes

Both need ideal conductors, equal gaps and a quasi-static field. The flux derivation also assumes that the thin-gap expansion describes the field near the axis and that the flux elsewhere is bounded. In return it shows where the flux passes and gives the local field $V/h$. The energy derivation replaces these assumptions by the symmetry of the cell and a minimum principle. Its bounds hold for every $h>0$, but they do not supply the local field or the value of the remainder.

That value requires a solution of the whole problem. The potential can be written as the mean field plus multipoles on every lattice site, with amplitudes fixed by the condition of constant potential on a sphere. Solved numerically with odd orders up to 119, this gives the third column below. The fourth is $-(\pi/2)\ln(\pi/6-f)$ alone.

| $h/L$ | $f$ | multipoles | logarithm | bounds (7), (8) |
|---|---|---|---|---|
| 0.100 | 0.3817 | 3.045 | 3.067 | 2.567, 3.272 |
| 0.010 | 0.5080 | 6.554 | 6.540 | 5.909, 6.794 |
| 0.002 | 0.5205 | 9.086 | 9.056 | 8.412, 9.328 |

Between the last two rows the permittivity grows with slope 1.582 against $-\ln(\pi/6-f)$, compared with $\pi/2=1.571$. The remainder is small over the whole table: it passes from $-0.02$ in the first row to $+0.03$ in the last. It is still changing at the smallest gap, so 0.03 should not be read as its limit.

The multipole solution also shows where the flux goes. At $h/L=0.002$ the polar cap $\rho<a/2$ of a sphere emits 74% of the flux through the cell face. Between $h/L=0.01$ and 0.002 this cap supplies 97.5% of the growth.

The cap flux is $6.69\,\varepsilon_mVL$, while integrating $\varepsilon_mV/H$ over the disc of the same radius gives $6.41\,\varepsilon_mVL$. The next order of the thin-gap expansion explains most of the difference. For $\rho\gg\sqrt{ah}$ the mid-plane field exceeds $V/H$ by $V/(6a)$, which adds $\pi\rho_0^2\varepsilon_mV/(6a)$. Some flux from the cap also leaves sideways before reaching the mid-plane. The radial field has magnitude $V\zeta|g'|$ with $|g'|=2a/\rho^3$, so the flux through the cylinder of radius $\rho_0$ and height $H/2$ is

$$2\pi\rho_0\,\varepsilon_mV\,\frac{2a}{\rho_0^3}\,\frac{H^2}{8}=\frac{\pi\rho_0^2}{2a}\,\varepsilon_mV .$$

The sum is $2\pi\rho_0^2\varepsilon_mV/(3a)$. For $\rho_0=a/2$ this is $\pi a\varepsilon_mV/6\approx0.26\,\varepsilon_mVL$, against a difference of 0.27. Terms smaller by a factor of order $\rho_0^2/a^2=1/4$ are left out, and agreement this close is partly accidental: in the full solution the mid-plane excess is 0.059 and the sideways flux 0.215, in units of $\varepsilon_mVL$, against the estimates 0.065 and 0.196, errors of about 10% that partly cancel.

## Silver spheres in epoxy

Take $L=10\ \mu$m and $h=20$ nm, so $a=4.99\ \mu$m and $h/L=0.002$. The matrix has relative permittivity 3.5, a rough value for epoxy, and the applied field is 0.5 kV/cm at 1 kHz. Then $\pi/6-f=0.003135$, and the logarithm alone gives

$$-\frac\pi2\ln(0.003135)=9.06 .$$

The multipole value is 9.09, so the relative permittivity of the composite is $3.5\times9.09\approx32$. Keeping only the dipoles gives the Clausius–Mossotti ratio $1+3f/(1-f)=4.26$, less than half the full value.

Each gap carries $V=0.05\ \text{V}/\mu\text{m}\times10\ \mu\text{m}=0.5$ V. Its field on the axis is $0.5\ \text{V}/20\ \text{nm}=0.25$ MV/cm, which is $L/h=500$ times the applied field. If epoxy breaks down at roughly 3 MV/cm, the gaps reach that field when the applied field is 6 kV/cm. Such a strength presumes a thin layer free of defects. Values quoted for thick epoxy samples are about ten times lower, and with those the gaps would already be near breakdown at the field used here. The gain in permittivity is therefore paid for in usable field.

Of the neglected effects sized here, thermal expansion can be the largest. Take rough expansion coefficients of 60 ppm/K for epoxy and 19 ppm/K for silver. For an upper limit, let the epoxy alone set the lattice period, as if the silver did not restrain it. Heating by 50 K then lengthens the period by 30 nm and the sphere diameter by 9.5 nm. The gap grows from 20 to 40.5 nm, and the permittivity ratio falls from 9.09 to 7.98, by 12%, with the matrix permittivity held fixed. The real change is smaller: stiff silver fills half the volume and holds the period back, and a bonded epoxy layer cannot simply double its thickness. For the same reason the estimate cannot be carried over to cooling by 50 K, where it would close the gap although the epoxy in it resists being squeezed out. With rough bulk and shear moduli of 3.3 and 1.1 GPa for epoxy and 100 and 30 GPa for silver, the Hashin–Shtrikman bounds on the bulk modulus and Levin's relation put the expansion of the composite between about 23 and 35 ppm/K. If the spheres expand freely, heating by 50 K then widens the gap by 2 to 8 nm and lowers the ratio by about 0.1 to 0.5.

The other corrections are smaller:

- The field penetrates the metal by roughly 0.06 nm. Two surfaces act as an extra matrix thickness $2\times3.5\times0.06=0.42$ nm and lower the ratio by 0.03.
- For a rough barrier of 3 eV, a semiclassical estimate gives a tunnel transmission far below $10^{-100}$.
- A rough epoxy conductivity of $10^{-12}$ S/m gives a conduction current $5\times10^{-6}$ of the displacement current. This is not the whole dielectric loss: relaxation of dipoles in the epoxy, left out here, usually contributes far more at 1 kHz.
- The pressure $\tfrac12\varepsilon_mE_{\rm gap}^2$ is 9.7 kPa, a strain of $3\times10^{-6}$ for a rough modulus of 3 GPa.
- The skin depth in silver is 2 mm, far above the sphere size.

In the continuum model, finite conductivity $\sigma$ of the metal would also stop the divergence. Flux of order $\varepsilon_maV$ enters a sphere through a spot of radius $\sqrt{ah}$. Spreading from it inside the metal costs a potential of order $\varepsilon_maV/(|\varepsilon_p|\sqrt{ah})$, where $|\varepsilon_p|=\sigma/\omega$ and $\omega$ is the angular frequency. Relative to $V$ this is $(\varepsilon_m/|\varepsilon_p|)\sqrt{a/h}$, about $5\times10^{-14}$ here. The logarithm requires this ratio to be small. For silver at 1 kHz it would reach one only at a gap of order $10^{-34}$ m, so it is never the limit here. Field penetration acts first: it keeps the effective gap above about 0.42 nm, which alone caps the permittivity ratio near 15, and tunnelling also sets in at gaps of that order.

A real metal-filled epoxy breaks the assumption of a perfect lattice. A uniform 20 nm gap between 10 $\mu$m spheres is an idealisation: in a mixed dispersion the gaps vary and some particles may touch. Doubling every gap lowers the permittivity ratio by $(\pi/2)\ln2=1.09$, again about 12%, which indicates the sensitivity to spacing. It does not predict the value for a random packing, whose number of near contacts also differs. If touching particles form a path across the sample, the composite conducts, and the present model no longer applies.

Numerical values quoted here were computed with a short program.
